# Finite-size correction of ionic self-diffusion and the viscosity in its slope: test program

```python
"""
Result under test: in a cubic periodic box of edge L the self-diffusion
coefficient of an ion is D(L) = D0 - xi*kT/(6*pi*eta*L), xi = 2.8373,
so that a line in 1/L gives D0 (intercept) and the viscosity eta (slope).

Part 1 tests xi and the finite-radius term by lattice sums.
Part 2 runs molecular dynamics of a model ionic melt in three box sizes and
compares the viscosity from the slope with that from stress fluctuations.
Simulation units: ion diameter = 1, kT = 1, mean ion mass = 1.
The potential is a model, not a force field for a real salt.
"""
import numpy as np
from scipy import constants, integrate, special
from scipy.spatial import cKDTree

# ---------------------------------------------------------------- parameters
TEMPERATURE = 1200.0            # K
DIAMETER_NM = 0.21              # nm
LI_MASS, F_MASS = 6.94, 18.998  # atomic mass units
MEAN_MASS = 0.5 * (LI_MASS + F_MASS)
DENSITY = 0.75                  # ions per cubed diameter
COULOMB = 10.0                  # model charge coupling, kT * diameter
CUT = 1.5                       # range of the truncated Coulomb force
LIST_RADIUS = 1.9               # neighbour-list radius
DT = 0.005
EQUILIBRATION = 1500            # steps
THERMOSTAT_TIME = 1.0
STRESS_EVERY, FRAME_EVERY = 3, 20
T1, T2 = 1.5, 3.5               # window of the mean-square displacement


# ------------------------------------------------- part 1: hydrodynamic sums
def xi_reciprocal(width):
    """xi from a Gaussian-damped reciprocal sum in a unit cube."""
    n = np.arange(-14, 15)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n**2).ravel()
    k2 = 4 * np.pi**2 * n2[n2 > 0]
    modes = 4 * np.pi * np.sum(np.exp(-k2 * width**2) / k2)
    return 1 / (width * np.sqrt(np.pi)) + 4 * np.pi * width**2 - modes


def xi_real_space(m):
    """xi from point charges minus uniform unit cubes, summed in real space."""
    n = np.arange(-m, m + 1)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n**2).ravel()
    points = np.sum(1 / np.sqrt(n2[n2 > 0]))
    face = integrate.dblquad(lambda u, v: 1 / np.sqrt(u*u + v*v + 0.25),
                             -0.5, 0.5, -0.5, 0.5)[0]
    cube = 1.5 * face           # integral of 1/r over a unit cube
    return np.pi / 6 - (points - cube * (2 * m + 1)**2)


def sphere_mobility_ratio(radius, nmax=60):
    """Periodic over free mobility of a sphere in a unit cube, by mode sum."""
    n = np.arange(-nmax, nmax + 1)
    n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n**2).ravel()
    counts = np.bincount(n2)[:nmax**2 + 1]
    k = 2 * np.pi * np.sqrt(np.arange(1, nmax**2 + 1))
    form = (np.sin(k * radius) / (k * radius))**2
    total = 4 * np.pi * radius * np.sum(counts[1:] * form / k**2)
    x = 2 * np.pi * np.sqrt(nmax**2 + 0.5) * radius
    tail = np.sin(x)**2 / x + np.pi / 2 - special.sici(2 * x)[0]
    return total + 2 / np.pi * tail


XI = xi_reciprocal(0.08)
xi_direct = xi_real_space(30)
assert abs(XI - xi_reciprocal(0.10)) < 1e-8
assert abs(XI - xi_direct) < 1e-4
sphere_rows = []
for a in (0.1, 0.2):
    direct = sphere_mobility_ratio(a)
    formula = 1 - XI * a + 4 * np.pi / 3 * a**3
    assert abs(direct - formula) < 5e-5
    sphere_rows.append((a, direct, formula, 1 - XI * a))


# --------------------------------------------- part 2: molecular dynamics
def potential_energy(pos, charge, box):
    """All-pairs energy with minimum images, separate from the force code."""
    i, j = np.triu_indices(pos.shape[1], 1)
    d = pos[:, i] - pos[:, j]
    d -= box * np.rint(d / box)
    r = np.sqrt((d**2).sum(0))
    core = r[r < 2**(1 / 6)]
    near = r < CUT
    rc = r[near]
    shifted = 1 / rc - 1 / CUT + (rc - CUT) / CUT**2
    return (np.sum(4 * (core**-12 - core**-6) + 1)
            + COULOMB * np.sum((charge[i] * charge[j])[near] * shifted))


def neighbour_list(pos, charge, box, copies):
    """Pairs inside each copy, their image shifts and charge products."""
    n = pos.shape[1] // copies
    wrapped = np.mod(pos, box)
    wrapped[wrapped >= box] = 0.0
    found, edges = [], [0]
    for c in range(copies):
        tree = cKDTree(wrapped[:, c * n:(c + 1) * n].T, boxsize=box)
        pairs = tree.query_pairs(LIST_RADIUS, output_type='ndarray') + c * n
        found.append(pairs)
        edges.append(edges[-1] + len(pairs))
    pairs = np.concatenate(found)
    i = np.ascontiguousarray(pairs[:, 0])
    j = np.ascontiguousarray(pairs[:, 1])
    shift = box * np.rint((pos[:, i] - pos[:, j]) / box)
    return i, j, shift, COULOMB * charge[i] * charge[j], edges


def forces(pos, pair_data):
    i, j, shift, qq, _ = pair_data
    d = pos.take(i, axis=1) - pos.take(j, axis=1)
    d -= shift
    inv2 = 1 / np.einsum('ij,ij->j', d, d)
    inv6 = inv2 * inv2 * inv2
    weight = 24 * np.maximum(2 * inv6 * inv6 - inv6, 0) * inv2
    weight += qq * np.maximum(inv2 - 1 / CUT**2, 0) * np.sqrt(inv2)
    f = d * weight
    size = pos.shape[1]
    total = np.empty_like(pos)
    for axis in range(3):
        total[axis] = (np.bincount(i, f[axis], size)
                       - np.bincount(j, f[axis], size))
    return total, d, f


def simulate(side, copies, steps, seed):
    rng = np.random.default_rng(seed)
    n = side**3
    box = (n / DENSITY)**(1 / 3)
    lattice = (np.indices((side,) * 3).reshape(3, n) + 0.5) * box / side
    pos = np.tile(lattice, copies)
    signs = np.repeat([1.0, -1.0], n // 2)
    charge = np.concatenate([rng.permutation(signs) for _ in range(copies)])
    mass = np.where(charge > 0, LI_MASS, F_MASS) / MEAN_MASS
    m2 = mass.reshape(copies, n)
    vel = rng.normal(size=pos.shape) / np.sqrt(mass)
    v3 = vel.reshape(3, copies, n)          # a view of vel
    v3 -= ((m2 * v3).sum(2) / m2.sum(1))[:, :, None]
    half = 0.5 * DT / mass
    dof = 3 * n - 3
    keep = np.exp(-10 * DT / THERMOSTAT_TIME)
    limit = (0.5 * (LIST_RADIUS - CUT))**2
    pair_data = neighbour_list(pos, charge, box, copies)
    anchor = pos.copy()
    force, d, f = forces(pos, pair_data)
    heat = np.zeros(copies)
    frames, stresses, temperatures = [], [], []

    def first_copy_energy():
        kinetic = 0.5 * np.sum(m2[0] * v3[:, 0]**2)
        return kinetic + potential_energy(pos[:, :n], charge[:n], box)

    for step in range(-EQUILIBRATION, steps):
        vel += half * force
        pos += DT * vel
        moved = pos - anchor
        if np.einsum('ij,ij->j', moved, moved).max() > limit:
            pair_data = neighbour_list(pos, charge, box, copies)
            anchor = pos.copy()
        force, d, f = forces(pos, pair_data)
        vel += half * force
        if step % 10 == 0:      # canonical global velocity rescaling
            kin = 0.5 * (m2 * (v3**2).sum(0)).sum(1)
            g = rng.normal(size=copies)
            rest = rng.chisquare(dof - 1, copies)
            ratio = 0.5 / kin
            scale2 = (keep + (1 - keep) * ratio * (rest + g * g)
                      + 2 * g * np.sqrt(keep * (1 - keep) * ratio))
            vel *= np.repeat(np.sqrt(scale2), n)
            heat += (scale2 - 1) * kin
        if step == 0:
            heat[:] = 0.0
            energy_start = first_copy_energy()
        if step >= 0 and step % STRESS_EVERY == 0:
            s = np.einsum('acn,bcn->cab', m2 * v3, v3)
            temperatures.append(np.trace(s, axis1=1, axis2=2).mean() / dof)
            e = pair_data[4]
            for c in range(copies):
                s[c] += f[:, e[c]:e[c + 1]] @ d[:, e[c]:e[c + 1]].T
            stresses.append(s / box**3)
        if step >= 0 and step % FRAME_EVERY == 0:
            frames.append(pos.copy())

    drift = (first_copy_energy() - energy_start - heat[0]) / (n * steps * DT)
    # force test: directional derivative of the separately coded energy
    u = rng.normal(size=(3, n))
    h = 1e-5
    slope = (potential_energy(pos[:, :n] + h * u, charge[:n], box)
             - potential_energy(pos[:, :n] - h * u, charge[:n], box)) / (2*h)
    work = np.sum(force[:, :n] * u)
    assert abs(slope + work) < 1e-3 * (1 + np.sqrt(np.sum(force[:, :n]**2)))
    momentum = np.abs((m2 * v3).sum(2)).max()
    assert momentum < 1e-8
    return dict(n=n, copies=copies, box=box, time=steps * DT, charge=charge,
                frames=np.array(frames), stress=np.array(stresses),
                temperature=np.mean(temperatures), drift=drift)


def diffusion_series(run, selected):
    """Estimator of D for every time origin and copy, averaged over ions."""
    x = run['frames']
    step = FRAME_EVERY * DT
    a, b = round(T1 / step), round(T2 / step)
    origins = len(x) - b
    late = ((x[b:] - x[:origins])**2).sum(1)
    early = ((x[a:a + origins] - x[:origins])**2).sum(1)
    value = (late - early) / (6 * (T2 - T1))
    shape = (origins, run['copies'], run['n'])
    mask = selected.reshape(run['copies'], run['n'])
    return (value.reshape(shape) * mask).sum(2) / mask.sum(1)


def blocks(series, width):
    count = len(series) // width
    cut = series[:count * width]
    return cut.reshape(count, width, -1).mean(1).ravel()


def diffusion_with_errors(runs, sign):
    """Means per box; variance per ion and unit time is pooled over boxes."""
    means, sizes, spread, freedom = [], [], 0.0, 0
    for run in runs:
        chosen = (run['charge'] * sign > 0) if sign else run['charge'] != 0
        s = diffusion_series(run, chosen)
        ions = chosen.sum() / run['copies']
        b = blocks(s, 100)
        spread += ions * 100 * np.sum((b - b.mean())**2)
        freedom += len(b) - 1
        means.append(s.mean())
        sizes.append(ions * s.size)
    return np.array(means), np.sqrt(spread / freedom / np.array(sizes))


def viscosity(runs, cutoff):
    """Stress-fluctuation viscosity over five orthogonal shear components."""
    ds = STRESS_EVERY * DT
    m = round(cutoff / ds)
    everything, pieces = [], []
    for run in runs:
        s = run['stress']
        xx, yy, zz = s[..., 0, 0], s[..., 1, 1], s[..., 2, 2]
        p = np.stack([s[..., 0, 1], s[..., 0, 2], s[..., 1, 2], (xx - yy) / 2,
                      (2 * zz - xx - yy) / (2 * np.sqrt(3))], axis=-1)
        running = ds * (np.cumsum(p, axis=0) - 0.5 * (p + p[0]))
        g = run['box']**3 * p[:-m] * (running[m:] - running[:-m])
        g = g.mean(-1)
        everything.append(g.ravel())
        pieces.append(blocks(g, round(10 / ds)))
    pieces = np.concatenate(pieces)
    error = pieces.std(ddof=1) / np.sqrt(len(pieces))
    return np.concatenate(everything).mean(), error


def fit_line(inverse_box, values, errors):
    """Weighted fit values = D0 - S*inverse_box; returns both and errors."""
    design = np.stack([np.ones_like(inverse_box), -inverse_box], axis=1)
    weighted = design / errors[:, None]
    cov = np.linalg.inv(weighted.T @ weighted)
    best = cov @ weighted.T @ (values / errors)
    chi2 = np.sum(((values - design @ best) / errors)**2)
    return best, np.sqrt(np.diag(cov)), chi2


runs = [simulate(4, 8, 11000, 11), simulate(6, 2, 7000, 12),
        simulate(8, 1, 13000, 13)]
box = np.array([run['box'] for run in runs])
D, D_err = diffusion_with_errors(runs, 0)
D_cat, cat_err = diffusion_with_errors(runs, 1)
D_an, an_err = diffusion_with_errors(runs, -1)
eta, eta_err = viscosity(runs, 2.0)
eta_short, eta_long = viscosity(runs, 1.5)[0], viscosity(runs, 3.0)[0]

(D0_fit, S), (D0_fit_err, S_err), chi2_line = fit_line(1 / box, D, D_err)
cat_fit, cat_fit_err, _ = fit_line(1 / box, D_cat, cat_err)
an_fit, an_fit_err, _ = fit_line(1 / box, D_an, an_err)
eta_slope = XI / (6 * np.pi * S)
eta_slope_err = eta_slope * S_err / S
S_stress = XI / (6 * np.pi * eta)
S_stress_err = S_stress * eta_err / eta

shift = S_stress / box
corrected = D + shift
weights = D_err**-2 / np.sum(D_err**-2)
D0 = np.sum(weights * corrected)
D0_err = np.hypot(np.sum(D_err**-2)**-0.5,
                  np.sum(weights * shift) * eta_err / eta)
chi2_corrected = np.sum(((corrected - D0) / D_err)**2)
chi2_raw = np.sum(((D - np.sum(weights * D)) / D_err)**2)
D0_cat = np.sum(cat_err**-2 * (D_cat + shift)) / np.sum(cat_err**-2)
D0_an = np.sum(an_err**-2 * (D_an + shift)) / np.sum(an_err**-2)

# neglected terms: finite ion radius and the unfinished hydrodynamic tail
radius = 1 / (6 * np.pi * eta * D0)
radius_term = 2 * radius**2 / (9 * eta * box**3)
n = np.arange(-8, 9)
n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n**2).ravel()
n2 = n2[n2 > 0]
tail_term = []
for edge in box:
    k2 = (2 * np.pi / edge)**2 * n2
    rate = eta / DENSITY * k2
    unfinished = (np.exp(-rate * T1) - np.exp(-rate * T2)) / (rate * (T2-T1))
    tail_term.append(2 / (3 * eta * edge**3) * np.sum(unfinished / k2))
tail_term = np.array(tail_term)
momentum_time = box**2 * DENSITY / (4 * np.pi**2 * eta)
S_refined = fit_line(1 / box, D + tail_term - radius_term, D_err)[0][1]

# ---------------------------------------------------------------- the tests
total_msd = []
for run in runs:
    assert abs(run['temperature'] - 1) < 0.03
    assert abs(run['drift']) * THERMOSTAT_TIME < 5e-3
    travel = run['frames'][-1] - run['frames'][0]
    total_msd.append((travel**2).sum(0).mean())
assert min(total_msd) > 4                       # the lattice has melted
assert S > 3 * S_err                            # the size effect is seen
assert abs(S - S_stress) < 3 * np.hypot(S_err, S_stress_err)
assert abs(cat_fit[1] - an_fit[1]) < 3 * np.hypot(cat_fit_err[1],
                                                 an_fit_err[1])
assert chi2_line < 9                            # one degree of freedom
assert chi2_corrected < 12 < chi2_raw           # two degrees of freedom
assert abs(D0 - D0_fit) < 3 * np.hypot(D0_err, D0_fit_err)

# --------------------------------------------------------- physical units
kT = constants.k * TEMPERATURE
sigma = DIAMETER_NM * 1e-9
unit_mass = MEAN_MASS * constants.atomic_mass
tau = sigma * np.sqrt(unit_mass / kT)
d_unit = sigma**2 / tau * 1e4 * 1e5             # 1e-5 cm^2/s
v_unit = kT * tau / sigma**3 * 1e3              # mPa s
ps = tau * 1e12
mass_density = DENSITY / sigma**3 * unit_mass / 1000
wavelength = constants.h / np.sqrt(2 * np.pi * LI_MASS
                                   * constants.atomic_mass * kT) * 1e9
full_coupling = constants.e**2 / (4*np.pi*constants.epsilon_0 * sigma * kT)
DU = '1e-5 cm^2/s'

print(f'xi, reciprocal sum: {XI:.6f}; real-space sum: {xi_direct:.6f}')
for a, direct, formula, linear in sphere_rows:
    print(f'sphere a/L={a:.1f}: mode sum {direct:.5f}, with cubic term '
          f'{formula:.5f}, linear only {linear:.5f}')
print(f'temperature {TEMPERATURE:.0f} K, ion diameter {DIAMETER_NM:.2f} nm')
print(f'masses: Li {LI_MASS:.2f} u, F {F_MASS:.3f} u')
print(f'reduced density {DENSITY:.2f}, mass density {mass_density:.2f} g/cm^3')
print(f'Coulomb coupling/(kT diameter): model {COULOMB:.0f}, full charges '
      f'{full_coupling:.1f}; model cutoff {CUT * DIAMETER_NM:.3f} nm')
print(f'time step {DT * ps * 1000:.2f} fs, displacement window '
      f'{T1 * ps:.3f} to {T2 * ps:.3f} ps')
for q, run in enumerate(runs):
    print(f"N={run['n']}: L={box[q] * DIAMETER_NM:.4f} nm, copies "
          f"{run['copies']}, time per copy {run['time'] * ps:.2f} ps")
    print(f"  T/T_set {run['temperature']:.4f}, energy drift "
          f"{run['drift'] / ps:.1e} kT/ion/ps, final rms travel "
          f"{np.sqrt(total_msd[q]) * DIAMETER_NM:.2f} nm")
    print(f'  D all ions {D[q] * d_unit:.2f} +- {D_err[q] * d_unit:.2f} {DU}')
    print(f'  D cation {D_cat[q] * d_unit:.2f} +- {cat_err[q] * d_unit:.2f}, '
          f'anion {D_an[q] * d_unit:.2f} +- {an_err[q] * d_unit:.2f} {DU}')
    print(f'  Yeh-Hummer term {shift[q] * d_unit:.2f}, corrected D '
          f'{corrected[q] * d_unit:.2f} {DU}')
    print(f'  neglected: radius term {radius_term[q] * d_unit:.3f}, '
          f'unfinished tail {tail_term[q] * d_unit:.3f} {DU}')
    print(f'  momentum diffusion time {momentum_time[q] * ps:.3f} ps')
su = d_unit * DIAMETER_NM
print(f'slope S from line {S * su:.2f} +- {S_err * su:.2f} {DU} nm')
print(f'slope S from stress viscosity {S_stress * su:.2f} +- '
      f'{S_stress_err * su:.2f} {DU} nm')
print(f'slope S cation {cat_fit[1] * su:.2f} +- {cat_fit_err[1] * su:.2f}, '
      f'anion {an_fit[1] * su:.2f} +- {an_fit_err[1] * su:.2f} {DU} nm')
print(f'viscosity from slope {eta_slope * v_unit:.3f} +- '
      f'{eta_slope_err * v_unit:.3f} mPa s')
print(f'viscosity from slope with neglected terms included '
      f'{XI / (6 * np.pi * S_refined) * v_unit:.3f} mPa s')
print(f'viscosity from stress {eta * v_unit:.3f} +- '
      f'{eta_err * v_unit:.3f} mPa s (cutoff {2.0 * ps:.3f} ps)')
print(f'  cutoff {1.5 * ps:.3f} ps: {eta_short * v_unit:.3f} mPa s; '
      f'cutoff {3.0 * ps:.3f} ps: {eta_long * v_unit:.3f} mPa s')
print(f'D0 from free line {D0_fit * d_unit:.2f} +- '
      f'{D0_fit_err * d_unit:.2f} {DU}')
print(f'D0 from corrected boxes {D0 * d_unit:.2f} +- '
      f'{D0_err * d_unit:.2f} {DU}')
print(f'D0 cation {D0_cat * d_unit:.2f}, anion {D0_an * d_unit:.2f} {DU}')
print(f'chi-square: constant raw D {chi2_raw:.1f}, constant corrected D '
      f'{chi2_corrected:.1f}, free line {chi2_line:.1f}')
print(f'raw D below D0: smallest box {100 * (1 - D[0] / D0):.1f} %, '
      f'largest box {100 * (1 - D[-1] / D0):.1f} %')
print(f'stick hydrodynamic radius {radius * DIAMETER_NM:.4f} nm')
print(f'thermal wavelength of Li {wavelength:.4f} nm')
print('ALL CHECKS PASSED')
```

Printed output:

```
xi, reciprocal sum: 2.837297; real-space sum: 2.837304
sphere a/L=0.1: mode sum 0.72046, with cubic term 0.72046, linear only 0.71627
sphere a/L=0.2: mode sum 0.46605, with cubic term 0.46605, linear only 0.43254
temperature 1200 K, ion diameter 0.21 nm
masses: Li 6.94 u, F 18.998 u
reduced density 0.75, mass density 1.74 g/cm^3
Coulomb coupling/(kT diameter): model 10, full charges 66.3; model cutoff 0.315 nm
time step 1.20 fs, displacement window 0.359 to 0.838 ps
N=64: L=0.9245 nm, copies 8, time per copy 13.17 ps
  T/T_set 1.0020, energy drift 8.8e-06 kT/ion/ps, final rms travel 1.08 nm
  D all ions 13.89 +- 0.23 1e-5 cm^2/s
  D cation 14.19 +- 0.28, anion 13.58 +- 0.27 1e-5 cm^2/s
  Yeh-Hummer term 4.21, corrected D 18.09 1e-5 cm^2/s
  neglected: radius term 0.043, unfinished tail 0.001 1e-5 cm^2/s
  momentum diffusion time 0.059 ps
N=216: L=1.3868 nm, copies 2, time per copy 8.38 ps
  T/T_set 1.0026, energy drift -1.2e-04 kT/ion/ps, final rms travel 0.88 nm
  D all ions 15.19 +- 0.32 1e-5 cm^2/s
  D cation 15.38 +- 0.38, anion 15.01 +- 0.38 1e-5 cm^2/s
  Yeh-Hummer term 2.80, corrected D 18.00 1e-5 cm^2/s
  neglected: radius term 0.013, unfinished tail 0.035 1e-5 cm^2/s
  momentum diffusion time 0.132 ps
N=512: L=1.8491 nm, copies 1, time per copy 15.56 ps
  T/T_set 0.9999, energy drift 2.3e-05 kT/ion/ps, final rms travel 1.19 nm
  D all ions 15.43 +- 0.21 1e-5 cm^2/s
  D cation 15.92 +- 0.25, anion 14.93 +- 0.25 1e-5 cm^2/s
  Yeh-Hummer term 2.10, corrected D 17.53 1e-5 cm^2/s
  neglected: radius term 0.005, unfinished tail 0.149 1e-5 cm^2/s
  momentum diffusion time 0.235 ps
slope S from line 2.89 +- 0.57 1e-5 cm^2/s nm
slope S from stress viscosity 3.89 +- 0.21 1e-5 cm^2/s nm
slope S cation 3.21 +- 0.69, anion 2.58 +- 0.68 1e-5 cm^2/s nm
viscosity from slope 0.862 +- 0.169 mPa s
viscosity from slope with neglected terms included 0.773 mPa s
viscosity from stress 0.641 +- 0.034 mPa s (cutoff 0.479 ps)
  cutoff 0.359 ps: 0.623 mPa s; cutoff 0.718 ps: 0.640 mPa s
D0 from free line 17.06 +- 0.46 1e-5 cm^2/s
D0 from corrected boxes 17.83 +- 0.21 1e-5 cm^2/s
D0 cation 18.19, anion 17.46 1e-5 cm^2/s
chi-square: constant raw D 26.7, constant corrected D 3.7, free line 0.6
raw D below D0: smallest box 22.1 %, largest box 13.5 %
stick hydrodynamic radius 0.0769 nm
thermal wavelength of Li 0.0191 nm
ALL CHECKS PASSED
```
